# Tracer correlation factor for vacancy diffusion on the diamond lattice

## Problem

A labelled host atom, the tracer, sits on a diamond lattice with lattice constant $a$ and bond length $b=\sqrt3\,a/4$. It moves only by exchanging places with a vacancy on one of its four nearest-neighbour sites. Vacancies are dilute, do not interact, and exchange with every neighbouring atom, tracer included, at the same rate $w$.

One vacancy may exchange with the tracer several times before it wanders off for good. Call this sequence an encounter. Let it contain $N\ge1$ tracer jumps $\mathbf r_1,\dots,\mathbf r_N$ with sum $\mathbf R$. The correlation factor compares the mean square displacement with that of equally many independent jumps:

$$f=\frac{\langle R^2\rangle}{b^2\langle N\rangle}.$$

Calculate $f$. Then find the tracer diffusivity for $a=0.5$ nm, $w=10^9\ \mathrm{s^{-1}}$ and a vacancy fraction $c_V=10^{-8}$ per site. These are round model values, not data for a particular crystal.

## A tempting solution

Just after a tracer jump, the vacancy occupies the site that the tracer has left. It has four neighbours and exchanges with each at the same rate. With probability $1/4$ its next hop takes the tracer straight back, and the cosine between the two tracer jumps is $-1$. With probability $3/4$ it exchanges with another atom. It has then left the tracer, and the memory of the last jump seems to be lost. The mean cosine between consecutive jumps would be

$$t=\tfrac14(-1)+\tfrac34(0)=-\tfrac14 .$$

The standard relation $f=(1+t)/(1-t)$, derived below, then gives

$$f=\frac{1-1/4}{1+1/4}=\frac35 .$$

## Where it fails

The relation between $f$ and $t$ is sound. The fault is the zero multiplying $3/4$. A vacancy that has hopped away can come back, and it remembers where it started.

Put the tracer at the origin, its neighbours at $\mathbf d_1,\dots,\mathbf d_4$, and the vacancy at $\mathbf d_1$. The vacancy can hop outward (probability $3/4$), return to $\mathbf d_1$ ($1/4$) and then exchange with the tracer ($1/4$). This adds $3/64$ to the probability of reversal.

No path of three hops leads to an exchange through another neighbour, say $\mathbf d_2$. That would require a common neighbour of $\mathbf d_1$ and $\mathbf d_2$ other than the origin. The neighbours of $\mathbf d_1$ are $\mathbf d_1-\mathbf d_j$ and those of $\mathbf d_2$ are $\mathbf d_2-\mathbf d_k$. They coincide if $\mathbf d_1+\mathbf d_k=\mathbf d_2+\mathbf d_j$. Since the only linear relation among the four bond vectors is that their sum vanishes, this needs $k=2$, $j=1$, which is the origin itself.

Including paths of up to three hops therefore changes $t$ from $-1/4$ to $-(1/4+3/64)=-19/64$, and $f$ from $0.60$ to $45/83\approx0.54$. Longer paths must be included too, and they can be summed without listing them.

## Solution

### From the encounter to one mean cosine

Take the tracer on the sublattice whose bonds are

$$\mathbf d_1=\tfrac a4(1,1,1),\quad \mathbf d_2=\tfrac a4(1,-1,-1),\quad \mathbf d_3=\tfrac a4(-1,1,-1),\quad \mathbf d_4=\tfrac a4(-1,-1,1).$$

They satisfy $\sum_k\mathbf d_k=0$ and, for $j\ne k$, $\mathbf d_j\cdot\mathbf d_k=-b^2/3$.

The tracer has just arrived from $\mathbf d_1$, so its last jump was $\mathbf r_n=-\mathbf d_1$. Let $P_1$ be the probability that this vacancy next exchanges with it through $\mathbf d_1$. Rotation by $120^\circ$ about $\mathbf d_1$ permutes the other three neighbours, so each of them has the same probability $P_2$. Escape has probability $1-P_1-3P_2$ and contributes no jump. The mean next jump is

$$P_1\mathbf d_1+P_2(\mathbf d_2+\mathbf d_3+\mathbf d_4)=(P_1-P_2)\mathbf d_1=t\,\mathbf r_n,\qquad t=-(P_1-P_2).$$

On the other sublattice all bonds are reversed. Inversion through a bond centre interchanges the sublattices, so $t$ is the same there.

After every tracer jump the vacancy again sits directly behind the tracer, so the argument can be repeated. Given that jump $i$ occurs, the mean of $\mathbf r_i\cdot\mathbf r_{i+m}$ is $b^2t^m$, with absent jumps counted as zero. Writing $\mathrm{Pr}(N\ge i)$ for the probability that jump $i$ occurs, we obtain

$$\langle R^2\rangle=b^2\sum_{i\ge1}\mathrm{Pr}(N\ge i)\Big(1+2\sum_{m\ge1}t^m\Big).$$

The factor 2 counts each pair of jumps once in either order. Since $\sum_i\mathrm{Pr}(N\ge i)=\langle N\rangle$ and $|t|<1$,

$$f=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.$$

Different encounters add no cross terms. A fresh vacancy first reaches the tracer through each of the four neighbours with equal probability on average, and $\sum_k\mathbf d_k=0$, so the mean displacement of a new encounter vanishes.

### Removing the tracer as an obstacle

We need $P_1-P_2$. Define the weights

$$c_k=\frac{\mathbf d_1\cdot\mathbf d_k}{b^2},\qquad (c_1,c_2,c_3,c_4)=(1,-\tfrac13,-\tfrac13,-\tfrac13),\qquad \sum_kc_k=0.$$

For a vacancy starting at $\mathbf x\ne0$, let $F_k(\mathbf x)$ be the probability that its first entry into the tracer site is from $\mathbf d_k$. Set $u(\mathbf x)=\sum_kc_kF_k(\mathbf x)$. Then

$$u(\mathbf d_1)=P_1-\tfrac13(3P_2)=P_1-P_2=-t.$$

Consider the first hop from $\mathbf x$. It either enters the tracer site, which is possible only from some $\mathbf d_k$, or leads to another site $\mathbf y$:

$$u(\mathbf x)=s(\mathbf x)+\frac14\sum_{\mathbf y\ne0}u(\mathbf y),\qquad s(\mathbf d_k)=\frac{c_k}{4},$$

with $s=0$ elsewhere and the sum running over neighbours of $\mathbf x$. If we define $u(0)=0$, the restriction $\mathbf y\ne0$ can be dropped.

For a free walk, the same equation must also hold at the origin, where $s(0)=0$. This requires $\sum_ju(\mathbf d_j)=0$. By tetrahedral symmetry $F_j(\mathbf d_j)=P_1$ and $F_k(\mathbf d_j)=P_2$ for $k\ne j$. Because the weights sum to zero,

$$u(\mathbf d_j)=c_jP_1+P_2\sum_{k\ne j}c_k=c_j(P_1-P_2),$$

and these values do sum to zero. Thus $u$ obeys the free-walk equation on every site. The tracer is no longer an obstacle for this particular combination of probabilities.

Let $G(\mathbf x,\mathbf y)$ be the mean number of visits to $\mathbf y$ by a free walk from $\mathbf x$, the start included. Its first-hop equation is

$$G(\mathbf x,\mathbf y)=\delta_{\mathbf x\mathbf y}+\frac14\sum_{\mathbf x'}G(\mathbf x',\mathbf y),$$

where $\mathbf x'$ runs over neighbours of $\mathbf x$. Hence $\frac14\sum_kc_kG(\mathbf x,\mathbf d_k)$ has the same source as $u$. Both functions vanish far away in three dimensions. Their difference equals the average of its neighbours everywhere and vanishes far away. It can have no positive maximum or negative minimum, so it is zero.

Write $G_0,G_1,G_2$ for the values of $G$ at the same site, first neighbours and second neighbours. The sites $\mathbf d_1$ and $\mathbf d_2$ are second neighbours, so

$$u(\mathbf d_1)=\frac14\left(G_0-3\cdot\frac13G_2\right)=\frac{G_0-G_2}{4}.$$

### Two balance equations

Apply the first-hop equation at the origin, then at a first neighbour. The latter has one neighbour at the origin and three equivalent ones at second-neighbour distance:

$$G_0=1+G_1,\qquad G_1=\frac14G_0+\frac34G_2.$$

Eliminating $G_1$ gives

$$G_0-1=\frac14G_0+\frac34G_2\quad\Longrightarrow\quad \frac34(G_0-G_2)=1\quad\Longrightarrow\quad G_0-G_2=\frac43.$$

Therefore $u(\mathbf d_1)=1/3$, $t=-1/3$, and

$$\boxed{f=\frac{1-1/3}{1+1/3}=\frac12}$$

The tempting answer was too large by 20% relative to this value. The expansion $f=1+2t+2t^2+\dots$ shows how successive orders act: its partial sums are $0.333$, $0.556$, $0.481$, $0.506$. A reversal reduces the displacement, while a reversal of a reversal points forward again.

## How often does the vacancy return?

The value of $f$ needed only a difference of visit numbers. The individual probabilities need $G_0$ itself. Two hops return the walk to its own sublattice, with displacement $\mathbf d_j-\mathbf d_k$. Of the 16 equally likely pairs, 4 give no displacement and 12 give the second neighbours. The Fourier transform of this two-hop distribution is

$$\lambda=\frac14+\frac34\phi,\qquad \phi=\frac13(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X),$$

with $X=k_xa/2$ and similarly for $Y,Z$. Summing over all numbers of double hops gives $1/(1-\lambda)$, where $1-\lambda=\frac34(1-\phi)$. Hence

$$G_0=\frac43\left\langle\frac1{1-\phi}\right\rangle,\qquad G_2=\frac43\left\langle\frac{\phi}{1-\phi}\right\rangle,$$

where the average runs over $X,Y,Z$ from $0$ to $\pi$. Subtraction again gives $4/3$. The integral yields $G_0=1.79288$.

If $p$ is the total return probability, the mean number of visits is $G_0=1+p+p^2+\dots=1/(1-p)$, so $p=0.44224$. Combining $P_1+3P_2=p$ with $P_1-P_2=1/3$ gives

$$P_2=\frac{p-1/3}{4}=0.0272,\qquad P_1=\frac{p+1}{4}=0.3606.$$

The reversal probability is well above the immediate $0.25$, while each side entrance is rare. Each tracer jump is followed by another with probability $p$, so $\langle N\rangle=1/(1-p)=1.793$ and $\langle R^2\rangle=\frac12(1.793)b^2=0.896\,b^2$. Thus an encounter produces almost two jumps on average, but a mean square displacement below that of one isolated jump.

## Numerical checks

Solving the hopping equations with the tracer present, on clusters of radius 12 and 24 bonds, gives $t=-0.333201$ and $-0.333316$. The deviation from $-1/3$ falls by about eight when the radius doubles. This fits the form of $u$: since $\sum_kc_k=0$, its far field is dipolar, proportional to $\mathbf d_1\cdot\mathbf x/r^3$. Forcing it to vanish at radius $R$ adds a term proportional to $-\mathbf d_1\cdot\mathbf x/R^3$, which changes $t$ by an amount of order $(b/R)^3$.

A direct simulation of 400000 encounters, each followed for 400 vacancy hops, uses no value of $t$. It gives $f=0.4983$ with standard error $0.0008$. This lies about two standard errors below $1/2$, within the four allowed by the test, and clearly excludes $3/5$. The remaining values are in the numerical output.

## The tracer diffusivity

The vacancy itself hops to its four neighbours with equal probability, so its successive hops are uncorrelated. Its total hop rate is $4w$, and with $b^2=3a^2/16$,

$$D_V=\frac{4wb^2}{6}=\frac{wa^2}{8}
=\frac{(10^9\ \mathrm{s^{-1}})(5\times10^{-8}\ \mathrm{cm})^2}{8}
=3.125\times10^{-7}\ \mathrm{cm^2\,s^{-1}}.$$

Each tracer neighbour is vacant with probability $c_V$, so the tracer jumps at rate $4wc_V=40\ \mathrm{s^{-1}}$. Its diffusivity is

$$D^*=\frac{f(4wc_V)b^2}{6}=f\,c_VD_V
=\frac12(10^{-8})(3.125\times10^{-7})\ \mathrm{cm^2\,s^{-1}}
=1.56\times10^{-15}\ \mathrm{cm^2\,s^{-1}},$$

or $1.56\times10^{-19}\ \mathrm{m^2\,s^{-1}}$. Neglecting correlation would double it. After one hour the rms displacement along one axis is $\sqrt{2D^*(3600\ \mathrm s)}=33.5$ nm.

## A tracer with a different exchange rate

Suppose the tracer exchanges with the vacancy at rate $w_2$, while all host exchanges keep the rate $w$ and there is no binding. Symmetry still gives $u(\mathbf d_k)=Ac_k$. The equations beyond the four neighbours do not contain $w_2$. By linearity, the net outward flow from $\mathbf d_1$ is therefore $EA$, with $E$ independent of $w_2$:

$$w\sum_{\mathbf y\ne0}[u(\mathbf d_1)-u(\mathbf y)]=EA.$$

Balance at $\mathbf d_1$ reads $w_2(1-A)=EA$, so $A=w_2/(w_2+E)$. The case $w_2=w$ must return $A=1/3$, which fixes $E=2w$. With $t=-A$,

$$f=\frac{1-A}{1+A}=\frac{2w}{2w_2+2w}=\frac{w}{w+w_2}.$$

A slow tracer has $f\to1$, because the vacancy usually leaves before a second exchange. For a fast tracer $f\to w/w_2$: it mostly jumps back and forth, and its diffusivity, proportional to $w_2f$, is limited by host exchanges.

When $w_2$ is the only rate that differs, the value $1/2$ thus occurs only at $w_2=w$, and even an isotope mass difference shifts it slightly. A foreign atom that also binds the vacancy or alters the host exchanges near it changes $E$, and $f=w/(w+w_2)$ then no longer applies. It also presumes isolated vacancies and nearest-neighbour hops. If interstitials or vacancy pairs carry part of the self-diffusion, their contributions need their own correlation factors.

## Computed values

```
G0 - G2 from balance equations (visits): 1.333333
G0 - G2 from free-walk cluster (visits): 1.333333
mean cosine t, exact result (no unit): -0.333333
t, cluster radius 12 bonds (no unit): -0.333201
t, cluster radius 24 bonds (no unit): -0.333316
correlation factor f, exact result (no unit): 0.500000
f from propagated distribution (no unit): 0.500000
f from direct simulation (no unit): 0.4983
standard error of simulated f (no unit): 0.0008
simulated encounters (count): 400000
vacancy hops per encounter (count): 400
vacancy msd / uncorrelated msd (no unit): 0.9998
G0 from lattice integral (visits): 1.79288
G0 extrapolated from clusters (visits): 1.7921
return probability p (no unit): 0.44224
P_1, back through same site (no unit): 0.36056
P_2, each other neighbour (no unit): 0.02723
mean tracer jumps per encounter (count): 1.79288
mean R^2 per encounter (b^2): 0.89644
f with immediate reversal only (no unit): 0.6000
series for f through t^1 (no unit): 0.33333
series for f through t^2 (no unit): 0.55556
series for f through t^3 (no unit): 0.48148
series for f through t^4 (no unit): 0.50617
series for f through t^5 (no unit): 0.49794
series for f through t^6 (no unit): 0.50069
lattice constant a (nm): 0.500
bond length b (nm): 0.2165
exchange rate w per neighbour (1/s): 1.000e+09
vacancy fraction c_V (per site): 1.000e-08
tracer jump rate 4 w c_V (1/s): 40.000
vacancy diffusivity D_V (cm^2/s): 3.1250e-07
c_V D_V, no correlation (cm^2/s): 3.1250e-15
tracer diffusivity D* (cm^2/s): 1.5625e-15
tracer diffusivity D* (m^2/s): 1.5625e-19
diffusion time (s): 3600
one-dimensional rms displacement (nm): 33.54
```
